# Uniform Reactant Density Under a Showerhead in a Radial-Flow Gap, part 1

(Sections cited here and not found follow in the second part.)

## First half: the uniform density and its origin

### 1. What the dimensions already say

Gas enters a flat, disc-shaped gap through a showerhead that forms its upper plate, flows outward between the plates, and leaves at the rim. A reactant carried by the gas is consumed on the way. We ask how its density \(n\) depends on the distance \(r\) from the axis.

Let the gap have height \(h\), and let the gas enter with the same downward speed \(s\) everywhere. Averaged over the height, injection replaces the gas in a unit volume at the rate \(s/h\), whose inverse is a time,

\[
\tau=\frac{h}{s}.
\]

Let each reactant molecule be consumed with a constant probability per unit time \(k\), the loss frequency. The feed has reactant density \(n_{\rm in}\). The height-averaged problem then contains two times, \(\tau\) and \(1/k\), and one density.

It contains no length with which \(r\) could be compared. The height enters through \(\tau\), and the outer radius \(R\) cannot act on the gas inside it, because without diffusion everything is carried outward. The radial velocity \(u\) must therefore be \(r/\tau\) times a number, and the density must have the form

\[
n=n_{\rm in}\,f(k\tau),
\]

with no \(r\) in it. The same facts that make the velocity grow in proportion to \(r\) make the density independent of \(r\).

The argument assumes that nothing at the axis supplies a length. A density forced at some finite radius would supply one, and section 4 shows what happens then. The number in \(u\) and the function \(f\) have to come from balances.

### 2. Assumptions and the radial velocity

The flow is steady and symmetric about the axis. Temperature and pressure are uniform, so by the ideal-gas law the total number density \(n_t\) is constant. The showerhead delivers the same number of molecules \(\Gamma\) per unit area and time at every radius, and its holes are close enough together to be treated as a continuous source. The injection speed, referred to the conditions in the gap, is

\[
s=\frac{\Gamma}{n_t}.
\]

The reactant makes up a fraction \(x_{\rm in}\) of the feed, so that \(n_{\rm in}=x_{\rm in}n_t\). This is its density at gap temperature and pressure before any consumption. For the moment we neglect radial diffusion and any change in the number of molecules by reaction.

Take the disc of gas inside radius \(r\). Gas enters through its top, of area \(\pi r^2\), and leaves through its side, of area \(2\pi r h\). Let \(u(r)\) be the radial velocity averaged over the height. In the steady state the two molecular flows are equal:

\[
2\pi r h\,u\,n_t=\pi r^2\,s\,n_t .
\]

Dividing by \(2\pi r h\,n_t\) gives

\[
u(r)=\frac{s\,r}{2h}=\frac{r}{2\tau}.
\]

The number left open by the dimensional argument is one half. The velocity grows because the collected flow increases as \(r^2\), while the side area through which it must pass increases only as \(r\).

### 3. The reactant balance

Consumption may take place in the gas, with frequency \(k_v\), and on a wall. Let the wall take up a flux \(k_w n\), where \(k_w\) is a speed. If the reactant is well mixed across the height, the density at the wall equals the mean density \(n\), and the total consumption per unit plate area is

\[
k_v h\,n+k_w n=k h\,n,\qquad k=k_v+\frac{k_w}{h}.
\]

Mixing across the height also lets us write the outward reactant flow through a cylinder of radius \(r\) as \(2\pi r h\,u\,n\). Section 8 examines this assumption.

Consider the ring between \(r\) and \(r+dr\), of plate area \(2\pi r\,dr\). The excess of outflow over inflow equals feed minus consumption:

\[
2\pi\,\frac{d}{dr}\left(r h u\,n\right)dr
=2\pi r\,dr\left(s\,n_{\rm in}-k h\,n\right).
\]

Division by \(2\pi r\,dr\) gives

\[
\frac1r\frac{d}{dr}\left(r h u\,n\right)=s\,n_{\rm in}-k h\,n .
\]

From the velocity just found, \(r h u=s r^2/2\). The product rule turns the left side into

\[
\frac1r\frac{d}{dr}\left(\frac{s r^2}{2}\,n\right)
=s\,n+\frac{s r}{2}\frac{dn}{dr}.
\]

The term \(s\,n\) is the reactant needed to bring the newly added gas to the density \(n\). The other term describes a change of density along the flow. Moving \(s\,n\) to the right and dividing by \(s\), we obtain

\[
\frac r2\frac{dn}{dr}=n_{\rm in}-(1+{\rm Da})\,n,
\qquad
{\rm Da}=\frac{k h}{s}=k\tau .
\]

The Damköhler number Da compares the replacement time with the mean time to consumption.

A constant density makes the left side zero. The right side must then vanish too, which fixes the value

\[
n_*=\frac{n_{\rm in}}{1+{\rm Da}} .
\]

This is the radius-independent density. In dimensional form the condition reads

\[
s\,(n_{\rm in}-n_*)=k h\,n_* .
\]

Each unit of plate area receives gas that is richer than the gas in the gap. The excess it brings equals the local consumption. The gas arriving from upstream already has the density \(n_*\) and leaves with the same density. Its depletion relative to the feed is carried along, but does not grow with radius.

This form also shows where uniformity would be lost. Suppose that \(s\) and \(k\) vary with radius. The total balance is then \((1/r)\,d(rhu)/dr=s(r)\), and the same steps give

\[
h u\,\frac{dn}{dr}=s(r)\,(n_{\rm in}-n)-k(r)\,h\,n .
\]

A constant \(n\) solves this only if \(k(r)h/s(r)\) is the same at all radii. With uniform consumption, the injection must therefore be uniform as well.

### 4. Why no other solution remains

Write \(n=n_*+y\). Since \(n_*\) cancels the feed term, the deviation obeys

\[
\frac r2\frac{dy}{dr}=-(1+{\rm Da})\,y .
\]

Separating the variables gives \(dy/y=-2(1+{\rm Da})\,dr/r\), and integration gives

\[
n=n_*+C\,r^{-2(1+{\rm Da})}.
\]

For any nonzero \(C\) the density becomes infinite at the axis, positively or negatively. A density must lie between zero and \(n_t\), so in a gap that is fed right up to its axis \(C=0\). The uniform density is the only admissible solution of this model. The constant \(C\) also carries the extra length that the dimensional argument had excluded.

The discarded solution has a use. If the density is forced away from \(n_*\) at a radius \(r_1\), while the flow remains as before, the deviation farther out is

\[
\frac{y(r)}{y(r_1)}
=\left(\frac{r_1}{r}\right)^{2}\left(\frac{r_1}{r}\right)^{2{\rm Da}} .
\]

The first factor is dilution: the total flow has grown as \(r^2\), so the disturbed gas is a shrinking part of it. The second factor is the consumption of the deviation during its journey, as the travel time found next will show. Even without consumption a disturbance fades as \(r^{-2}\).

### 5. The ages of the gas

It may seem that gas near the rim, having come farther, should be more depleted. The ages of the molecules settle the matter.

Gas injected at \(r_0\) moves outward with \(dr/dt=r/(2\tau)\). Hence \(dt=2\tau\,dr/r\), and the gas reaches \(r\) after

\[
t=2\tau\ln\frac{r}{r_0}.
\]

Its probability of surviving unconsumed is

\[
e^{-kt}=\left(\frac{r_0}{r}\right)^{2k\tau}
=\left(\frac{r_0}{r}\right)^{2{\rm Da}},
\]

which is the second factor in the decay of a disturbance.

The gas passing radius \(r\) was injected at all smaller radii. The part older than \(t\) is the part injected inside \(r_0=r\,e^{-t/2\tau}\). Since injection is uniform in area, this part is

\[
\frac{\pi r_0^2}{\pi r^2}=e^{-t/\tau}.
\]

The age distribution is exponential and does not contain \(r\). Its mean is

\[
\int_0^\infty e^{-t/\tau}\,dt=\tau .
\]

Each portion of gas does grow older on its way outward, but fresh gas is added all along, and together the two effects leave every part of the distribution unchanged.

The surviving fraction follows by averaging over the places of injection. The share injected between \(r_0\) and \(r_0+dr_0\) is \(2r_0\,dr_0/r^2\). With \(q=r_0/r\),

\[
\frac{n}{n_{\rm in}}
=\int_0^1 2q\;q^{2{\rm Da}}\,dq
=\frac{2}{2+2{\rm Da}}
=\frac{1}{1+{\rm Da}} .
\]

This is the earlier result, obtained without the differential equation for \(n\).

A perfectly stirred vessel with the same volume and flow has the same density. Its balance over the whole area, \(\pi R^2 s\,n_{\rm in}=\pi R^2 s\,n+\pi R^2 k h\,n\), is the local condition of section 3 multiplied by the area. In the gap, however, no radial stirring is needed. Distributed injection produces the same ages.

### 6. The same flow fed at the centre

For contrast, let the whole flow \(\pi R^2 s\) enter at the axis, with the same pressure, temperature, gap and loss frequency. The velocity is now

\[
u_c=\frac{\pi R^2 s}{2\pi r h}=\frac{sR^2}{2hr},
\]

and it falls with radius. Without added gas the reactant obeys \(u_c\,dn/dr=-k n\), or

\[
\frac1n\frac{dn}{dr}=-\frac{2kh}{sR^2}\,r .
\]

Integrating from \(n=n_{\rm in}\) at the axis gives

\[
n(r)=n_{\rm in}\exp\left(-{\rm Da}\,\frac{r^2}{R^2}\right).
\]

At the rim all the gas has the single age \(\tau\), and the surviving fraction is \(e^{-{\rm Da}}\). Showerhead gas at the rim has the same mean age but a spread of ages. Because \(e^{-kt}\) is a convex function of \(t\), its average over a spread exceeds its value at the mean. This agrees with \(1/(1+{\rm Da})>e^{-{\rm Da}}\) for positive Da. Uniform injection thus consumes a smaller part of the feed under these fixed conditions, while removing the radial gradient.

### 7. A deposition reactor in numbers

Consider silane diluted in argon, used to deposit amorphous silicon from a plasma on a wafer of 15 cm radius. We take rough typical values: pressure 3 Torr, gas temperature 600 K, total flow 2000 sccm, 5 % silane, \(h=1\) cm and showerhead radius \(R=17\) cm. The loss frequency, due here to electron impact in the gas, is taken as \(k=10\ {\rm s^{-1}}\). The unit sccm means cubic centimetres per minute, counted at 273.15 K and 1 atm.

The flow amounts to \(8.956\times10^{20}\) molecules per second, and the gap contains \(n_t=4.828\times10^{16}\ {\rm cm^{-3}}\). The injection speed is therefore

\[
s=\frac{8.956\times10^{20}}{\pi(17)^2\times4.828\times10^{16}}\ {\rm cm/s}
=20.4\ {\rm cm/s}.
\]

It follows that \(\tau=(1\ {\rm cm})/s=48.9\) ms and \({\rm Da}=10\times0.0489=0.489\). The radial velocity \(sr/2h\) rises from 51 cm/s at 5 cm to 153 cm/s at the wafer edge. The silane density remains

\[
n_*=\frac{2.414\times10^{15}}{1.489}\ {\rm cm^{-3}}
=1.62\times10^{15}\ {\rm cm^{-3}},
\]

or 0.671 of its feed value, a depletion of 33 %. As a test of the age argument, the travel times and the sum over injection radii were evaluated numerically at 2, 8 and 17 cm. The relative density was 0.6714 at all three.

With central feed and no diffusion, the relative density would fall from 1 at the axis to 0.613 at the rim. If instead the showerhead flow were kept and the density at 4 cm forced up to the feed value, \((4/17)^{2.98}\), or 1.3 % of that deviation, would remain at the rim if diffusion is neglected. That neglect is poor here: with the diffusion coefficient \(D\) of section 8, the length \(D/u\) at 4 cm is about 3 cm, comparable with the radius itself. With diffusion included, and no diffusive flux at the rim, 4.7 % would remain.

The consumption per unit plate area is \(khn_*\). If all consumed silicon became film, shared equally by the two plates, a film with \(5\times10^{22}\) silicon atoms per cm³ would grow at

\[
\frac{10\times1.62\times10^{15}\times1}{2\times5\times10^{22}}\ {\rm cm/s}
=1.6\ {\rm nm/s},
\]

or 97 nm/min. With this equal sharing it is an upper limit, since some of the silicon may leave with the gas.

## Second half: what the result survives and what breaks it

**Symbols and results carried over.** The gap has height \(h\) and radius \(R\). Gas enters with molecular flux \(\Gamma\) and speed \(s=\Gamma/n_t\), where \(n_t\) is the total density. The reactant has feed fraction \(x_{\rm in}\), feed density \(n_{\rm in}=x_{\rm in}n_t\) and loss frequency \(k=k_v+k_w/h\), made up of a gas part and a wall part. With \(\tau=h/s\) and \({\rm Da}=k\tau\),

\[
u=\frac{sr}{2h},\qquad
\frac r2\frac{dn}{dr}=n_{\rm in}-(1+{\rm Da})n,\qquad
n_*=\frac{n_{\rm in}}{1+{\rm Da}} .
\]

The example has \(s=20.4\) cm/s, \(h=1\) cm, \(R=17\) cm, \(k=10\ {\rm s^{-1}}\), \({\rm Da}=0.489\) and \(n_*/n_{\rm in}=0.671\).

With uniform injection and consumption, and with radial diffusion neglected, the height-averaged reactant density is \(n_*=n_{\rm in}/(1+{\rm Da})\) at every radius. It remains to see how this result fares with structure across the gap, a change in the number of molecules, diffusion from the rim, and non-uniform consumption, pressure or temperature.

All numerical values are calculated from the stated model.
